# Event Selection in Kinetic Monte Carlo: Four Methods and Reusable Waiting Times: test program

```python
"""
Exact event selection in kinetic Monte Carlo: four algorithms, one process.

Result under test: linear search, binary sum tree, next-reaction heap and
composition-rejection all sample independent exponential clocks of rates a_i.
A clock that did not fire at time t may be reused after its rate changes:
    tau_new = t + (a_old / a_new) * (tau_old - t).
Mean costs: linear search sum_j j*a_j/A; tree ceil(log2 M) levels; heap at most
floor(log2 M) swaps per changed key; rejection sum_i bound_i/A <= 2 trials.
Symbols: M channels, a_i rates in 1/s, A their sum, tau absolute firing time in s,
bound_i the power of two just above a_i (in 1/s).
Model: ring of adsorption sites; a site with two occupied neighbours is blocked.
"""
import math
import random
import numpy as np
from scipy import constants, linalg, stats

TEMPERATURE = 600.0       # K
PREFACTOR = 1.0e13        # 1/s
BARRIER = 1.5             # eV, isolated particle
ATTRACTION = 0.1          # eV, added by one occupied neighbour
ADSORB = 1.0              # 1/s
kT = constants.k * TEMPERATURE / constants.e
DESORB = [PREFACTOR * math.exp(-(BARRIER + n * ATTRACTION) / kT) for n in (0, 1)]
POSSIBLE_RATES = (ADSORB, DESORB[0], DESORB[1])


class Selector:
    """Common part: total-rate waiting time followed by a channel choice."""

    def __init__(self, rates, seed, possible_rates=()):
        self.rates = [float(r) for r in rates]
        self.possible_rates = list(possible_rates)
        self.rng = random.Random(seed)
        self.reset()
        self.build()
        self.reset()

    def reset(self):
        self.draws = self.select_steps = self.update_steps = 0
        self.trials = self.groups_seen = self.fired_swaps = 0

    def uniform(self):
        self.draws += 1
        return self.rng.random()

    def exponential(self):
        return -math.log(1.0 - self.uniform())

    def next_event(self, t):
        return t + self.exponential() / self.total, self.select()


class LinearSearch(Selector):
    def build(self):
        self.total = sum(self.rates)

    def select(self):
        target = self.uniform() * self.total
        for i, rate in enumerate(self.rates):
            if target < rate:
                self.select_steps += i + 1
                return i
            target -= rate
        # reached only through rounding of the running total
        self.select_steps += len(self.rates)
        return max(i for i, rate in enumerate(self.rates) if rate > 0)

    def update(self, i, new, t, fired):
        self.total += new - self.rates[i]
        self.rates[i] = new
        self.update_steps += 1


class SumTree(Selector):
    def build(self):
        self.height = (len(self.rates) - 1).bit_length()
        self.leaves = 1 << self.height
        self.node = [0.0] * (2 * self.leaves)
        self.node[self.leaves:self.leaves + len(self.rates)] = self.rates
        for k in range(self.leaves - 1, 0, -1):
            self.node[k] = self.node[2 * k] + self.node[2 * k + 1]
        self.total = self.node[1]

    def select(self):
        target = self.uniform() * self.total
        k = 1
        while k < self.leaves:
            self.select_steps += 1
            left, right = self.node[2 * k], self.node[2 * k + 1]
            if target < left or right == 0.0:
                k = 2 * k
            else:
                target -= left
                k = 2 * k + 1
        return k - self.leaves

    def update(self, i, new, t, fired):
        self.rates[i] = new
        k = i + self.leaves
        self.node[k] = new
        while k > 1:
            k //= 2
            self.node[k] = self.node[2 * k] + self.node[2 * k + 1]
            self.update_steps += 1
        self.total = self.node[1]


class CompositionRejection(Selector):
    def build(self):
        known = self.rates + self.possible_rates
        keys = sorted({math.frexp(r)[1] for r in known if r > 0}, reverse=True)
        self.members = {g: [] for g in keys}
        self.sums = {g: 0.0 for g in keys}
        self.place = [0] * len(self.rates)
        self.total = sum(self.rates)
        for i in range(len(self.rates)):
            self.insert(i)

    def insert(self, i):
        rate = self.rates[i]
        if rate > 0:
            g = math.frexp(rate)[1]
            group = self.members.setdefault(g, [])
            self.place[i] = len(group)
            group.append(i)
            self.sums[g] = self.sums.get(g, 0.0) + rate
            self.update_steps += 1

    def remove(self, i):
        rate = self.rates[i]
        if rate > 0:
            g = math.frexp(rate)[1]
            group = self.members[g]
            last = group.pop()
            if last != i:
                group[self.place[i]] = last
                self.place[last] = self.place[i]
            self.sums[g] = self.sums[g] - rate if group else 0.0
            self.update_steps += 1

    def select(self):
        target = self.uniform() * self.total
        seen, chosen = 0, None
        for g, group_sum in self.sums.items():
            seen += 1
            if group_sum > 0:
                chosen = g
                if target < group_sum:
                    break
                target -= group_sum
        group, bound, trials = self.members[chosen], 2.0 ** chosen, 0
        while True:
            trials += 1
            x = self.uniform() * len(group)
            k = int(x)      # integer part: member; fractional part: acceptance
            if (x - k) * bound < self.rates[group[k]]:
                break
        self.groups_seen += seen
        self.trials += trials
        self.select_steps += seen + trials
        return group[k]

    def update(self, i, new, t, fired):
        self.remove(i)
        self.total += new - self.rates[i]
        self.rates[i] = new
        self.insert(i)


class NextReaction(Selector):
    def build(self):
        self.residual = [self.exponential() for _ in self.rates]
        self.time = [e / r if r > 0 else math.inf
                     for e, r in zip(self.residual, self.rates)]
        self.heap, self.place = [], []
        for i in range(len(self.rates)):
            self.heap.append(i)
            self.place.append(i)
            self.sift(i)

    def sift(self, i):
        heap, place, time = self.heap, self.place, self.time
        k, size, swaps, key = place[i], len(heap), 0, time[i]
        while k > 0 and time[heap[(k - 1) // 2]] > key:
            parent = (k - 1) // 2
            heap[k] = heap[parent]
            place[heap[k]] = k
            k = parent
            swaps += 1
        while swaps == 0 or k > place[i]:
            child = 2 * k + 1
            if child >= size:
                break
            if child + 1 < size and time[heap[child + 1]] < time[heap[child]]:
                child += 1
            if time[heap[child]] >= key:
                break
            heap[k] = heap[child]
            place[heap[k]] = k
            k = child
            swaps += 1
        heap[k] = i
        place[i] = k
        return swaps

    def next_event(self, t):
        self.select_steps += 1
        return self.time[self.heap[0]], self.heap[0]

    def update(self, i, new, t, fired):
        old = self.rates[i]
        if fired:
            self.residual[i] = self.exponential()
        elif old > 0:
            self.residual[i] = old * (self.time[i] - t)
        self.rates[i] = new
        self.time[i] = t + self.residual[i] / new if new > 0 else math.inf
        swaps = self.sift(i)
        self.update_steps += swaps
        if fired:
            self.fired_swaps += swaps


METHODS = [("linear", LinearSearch), ("tree", SumTree),
           ("heap", NextReaction), ("comp-rej", CompositionRejection)]


def site_rate(occupied, i):
    neighbours = occupied[i - 1] + occupied[(i + 1) % len(occupied)]
    if neighbours == 2:
        return 0.0
    return DESORB[neighbours] if occupied[i] else ADSORB


def all_rates(occupied):
    return [site_rate(occupied, i) for i in range(len(occupied))]


def simulate(selector, occupied, t, t_end, max_events):
    """Advance the ring; return the time and the number of changed rates."""
    size, changed = len(occupied), 0
    for _ in range(max_events):
        t_next, i = selector.next_event(t)
        if t_next > t_end:
            break
        t = t_next
        occupied[i] ^= 1
        selector.update(i, site_rate(occupied, i), t, True)
        changed += 1
        for j in ((i - 1) % size, (i + 1) % size):
            new = site_rate(occupied, j)
            if new != selector.rates[j]:
                selector.update(j, new, t, False)
                changed += 1
    return t, changed


def standard_error(x):
    return np.std(x) / math.sqrt(len(x))


print(f"temperature {TEMPERATURE:.0f} K, kT = {kT:.5f} eV")
print(f"prefactor {PREFACTOR:.1e} 1/s, barrier {BARRIER} eV, attraction {ATTRACTION} eV")
print(f"adsorption rate {ADSORB:.4f} 1/s")
print(f"desorption rate, no neighbour  {DESORB[0]:.4f} 1/s")
print(f"desorption rate, one neighbour {DESORB[1]:.4f} 1/s")

# Residual times of the losers, given that the first of three clocks wins.
gen = np.random.default_rng(11)
clock_rates = np.array(POSSIBLE_RATES)
clocks = gen.exponential(1.0 / clock_rates, (200000, 3))
won = clocks[clocks.argmin(axis=1) == 0]
scaled = (won[:, 1:] - won[:, :1]) * clock_rates[1:]
for column in scaled.T:
    assert stats.kstest(column, "expon").pvalue > 1e-4
correlation = np.corrcoef(np.column_stack([won[:, 0], scaled]).T)
largest = np.abs(correlation - np.eye(3)).max()
assert largest < 5 / math.sqrt(len(won))
print(f"loser residuals: {len(won)} samples, largest |correlation| {largest:.4f}")
print(f"mean rate*residual of the two losers {scaled[:, 0].mean():.4f}, "
      f"{scaled[:, 1].mean():.4f}")

# A particle desorbs; the arrival of a neighbour lowers its rate.
a, b_old, b_new = ADSORB, DESORB[0], DESORB[1]
exact_mean = np.linalg.solve([[a + b_old, -a], [0.0, b_new]], [1.0, 1.0])[0]
arrival = gen.exponential(1 / a, 400000)
leave = gen.exponential(1 / b_old, 400000)
ratio = b_old / b_new
reused = np.where(arrival < leave, arrival + ratio * (leave - arrival), leave)
whole = np.where(arrival < leave, ratio * leave, leave)
assert abs(reused.mean() - exact_mean) < 5 * standard_error(reused)
assert abs(leave.mean() - exact_mean) > 20 * standard_error(leave)
assert abs(whole.mean() - exact_mean) > 20 * standard_error(whole)
print(f"two clocks: scale factor a_old/a_new = {ratio:.4f}")
print(f"two clocks: exact mean desorption time {exact_mean:.4f} s")
print(f"  residual rescaled {reused.mean():.4f} s (std. error "
      f"{standard_error(reused):.4f} s)")
print(f"  old time kept {leave.mean():.4f} s; whole time rescaled {whole.mean():.4f} s")

# Static channels with evenly spread barriers: selection probabilities and costs.
M_STATIC, SPREAD, SAMPLES = 1000, 0.3, 20000
sorted_rates = DESORB[0] * np.exp(-SPREAD * (np.arange(M_STATIC) + 0.5) / M_STATIC / kT)
shuffled = gen.permutation(sorted_rates)
position = np.arange(1, M_STATIC + 1)


def sample(selector):
    return np.array([selector.select() for _ in range(SAMPLES)])


print(f"static set: {M_STATIC} channels, barrier spread {SPREAD} eV, "
      f"rate ratio {sorted_rates[0] / sorted_rates[-1]:.1f}")
for label, rates in (("shuffled", shuffled), ("descending", sorted_rates)):
    selector = LinearSearch(rates, 21)
    picks = sample(selector)
    counted = selector.select_steps / SAMPLES
    predicted = position @ rates / rates.sum()
    assert abs(counted - predicted) < 5 * standard_error(picks)
    print(f"  linear, {label}: predicted {predicted:.2f}, counted {counted:.2f} channels")
continuum = M_STATIC * (kT / SPREAD - 1 / math.expm1(SPREAD / kT)) + 0.5
assert abs(continuum / predicted - 1) < 0.005
print(f"  continuum formula for descending order {continuum:.2f} channels")

mean_chosen_rate = (shuffled ** 2).sum() / shuffled.sum()
for seed, method in enumerate((LinearSearch, SumTree, CompositionRejection), 31):
    selector = method(shuffled, seed)
    picked = shuffled[sample(selector)]
    assert abs(picked.mean() - mean_chosen_rate) < 5 * standard_error(picked)
exponents = np.floor(np.log2(shuffled)) + 1
predicted_trials = (2.0 ** exponents).sum() / shuffled.sum()
predicted_groups = ((exponents.max() - exponents + 1) @ shuffled) / shuffled.sum()
counted_trials = selector.trials / SAMPLES
counted_groups = selector.groups_seen / SAMPLES
assert predicted_trials <= 2
assert abs(counted_trials - predicted_trials) < 5 * math.sqrt(2 / SAMPLES)
assert abs(counted_groups - predicted_groups) < 5 * len(selector.sums) / math.sqrt(SAMPLES)
print(f"  comp-rej: {len(selector.sums)} groups; inspected predicted "
      f"{predicted_groups:.3f}, counted {counted_groups:.3f}")
print(f"  comp-rej trials: predicted {predicted_trials:.3f}, counted {counted_trials:.3f}")

# Six-site ring against the full master equation.
SITES, T_END, RUNS = 6, 2.0, 5000
fugacity, pair_factor = ADSORB / DESORB[0], DESORB[0] / DESORB[1]
generator = np.zeros((2 ** SITES, 2 ** SITES))
weight = np.zeros(2 ** SITES)
for state in range(2 ** SITES):
    occupied = [(state >> i) & 1 for i in range(SITES)]
    pairs = sum(occupied[i] * occupied[i - 1] for i in range(SITES))
    weight[state] = fugacity ** sum(occupied) * pair_factor ** pairs
    for i in range(SITES):
        rate = site_rate(occupied, i)
        generator[state ^ (1 << i), state] += rate
        generator[state, state] -= rate
assert np.abs(generator @ weight).max() < 1e-10 * weight.max()   # equilibrium law
probability = linalg.expm(generator * T_END)[:, 0]
number = np.array([bin(state).count("1") for state in range(2 ** SITES)])
exact = np.array([probability[number == n].sum() for n in range(SITES + 1)])
assert abs(exact[SITES]) < 1e-12     # the full ring cannot be reached
print(f"six-site ring, empty at 0 s, observed at {T_END} s, {RUNS} runs per method")
print("  exact P(0..5 particles): " + " ".join(f"{p:.4f}" for p in exact[:SITES]))
print(f"  exact mean coverage {exact @ np.arange(SITES + 1) / SITES:.4f}")
for code, (name, method) in enumerate(METHODS):
    counts = np.zeros(SITES + 1)
    for run in range(RUNS):
        occupied = [0] * SITES
        selector = method([ADSORB] * SITES, 1000003 * (code + 1) + run)
        simulate(selector, occupied, 0.0, T_END, 10 ** 6)
        counts[sum(occupied)] += 1
    assert counts[SITES] == 0
    expected = RUNS * exact[:SITES]
    chi_square = ((counts[:SITES] - expected) ** 2 / expected).sum()
    assert chi_square < 30      # five degrees of freedom, tail about 1.5e-5
    coverage = counts @ np.arange(SITES + 1) / RUNS / SITES
    print(f"  {name}: mean coverage {coverage:.4f}, chi-square {chi_square:.2f} (5 dof)")

# Equilibrium rings, drawn site by site with the transfer matrix.
root = math.sqrt(fugacity)
transfer = np.array([[1.0, root], [root, fugacity * pair_factor]])
eigenvalues, eigenvectors = np.linalg.eigh(transfer)
transfer /= eigenvalues[-1]
SIZES = (64, 512, 4096)
powers = [np.eye(2)]
for _ in range(SIZES[-1]):
    powers.append(powers[-1] @ transfer)


def equilibrium_ring(size):
    """Draw a ring from the equilibrium law, the unreachable full ring excluded."""
    while True:
        closed = powers[size]
        first = int(gen.random() * (closed[0, 0] + closed[1, 1]) >= closed[0, 0])
        ring = [first]
        for left in range(size - 1, 0, -1):
            empty = transfer[ring[-1], 0] * powers[left][0, first]
            filled = transfer[ring[-1], 1] * powers[left][1, first]
            ring.append(int(gen.random() * (empty + filled) >= empty))
        if sum(ring) < size:
            return ring


print(f"equilibrium coverage of a long ring {eigenvectors[1, -1] ** 2:.4f}")

# Linear search averaged over every starting point of the site numbering.
ring, PICKS = equilibrium_ring(SIZES[0]), 1000
inspected = []
for shift in range(SIZES[0]):
    selector = LinearSearch(all_rates(ring[shift:] + ring[:shift]), 500 + shift)
    inspected += [selector.select() + 1 for _ in range(PICKS)]
half = (SIZES[0] + 1) / 2
assert abs(np.mean(inspected) - half) < 5 * standard_error(inspected)
print(f"linear, M={SIZES[0]}, all rotations: (M+1)/2 = {half:.2f}, "
      f"counted {np.mean(inspected):.2f} channels")

# Counted work per event; the same total number of sites and time for every size.
WARMUP, DURATION = 5.0, 20.0     # s
fired_depth, other_swaps, rejection_cost = [], [], []
print(f"steps per event: {SIZES[-1]} sites in all, {DURATION:.0f} s "
      f"after {WARMUP:.0f} s warm-up")
for size in SIZES:
    starts = [equilibrium_ring(size) for _ in range(SIZES[-1] // size)]
    active = np.mean([rate > 0 for ring in starts for rate in all_rates(ring)])
    numbering = np.arange(1, size + 1)
    for code, (name, method) in enumerate(METHODS):
        events = changed = select = update = draws = fired = 0
        predictions, deviations = [], []
        for copy, start in enumerate(starts):
            occupied = list(start)
            selector = method(all_rates(occupied), 7001 + 1000 * code + copy,
                              POSSIBLE_RATES)
            t = 0.0
            while t < WARMUP:
                t, _ = simulate(selector, occupied, t, math.inf, 1)
            selector.reset()
            t_stop = t + DURATION
            while t < t_stop:
                before = selector.select_steps
                if name == "linear":
                    rates = np.array(selector.rates)
                    predictions.append(numbering @ rates / rates.sum())
                t, new_changes = simulate(selector, occupied, t, math.inf, 1)
                if name == "linear":
                    deviations.append(selector.select_steps - before - predictions[-1])
                events += 1
                changed += new_changes
            select += selector.select_steps
            update += selector.update_steps
            draws += selector.draws
            fired += selector.fired_swaps
        print(f"  M={size} {name}: select {select / events:.2f}, "
              f"update {update / events:.2f}, sum {(select + update) / events:.2f}, "
              f"random numbers {draws / events:.2f}")
        if name == "linear":
            assert abs(np.mean(deviations)) < 5 * standard_error(deviations)
            print(f"    predicted from the visited states {np.mean(predictions):.2f} "
                  f"channels, {events} events")
        if name == "heap":
            fired_depth.append(fired / events)
            other_swaps.append((update - fired) / (changed - events))
            changed_per_event = changed / events
        if name == "comp-rej":
            rejection_cost.append((select + update) / events)
    print(f"  M={size} D = {changed_per_event:.3f}, unblocked fraction {active:.3f}; "
          f"heap swaps: fired {fired_depth[-1]:.2f}, other {other_swaps[-1]:.2f}")
growth = (fired_depth[2] - fired_depth[1]) / math.log2(SIZES[2] / SIZES[1])
assert 0.8 < growth < 1.2
assert abs(other_swaps[2] - other_swaps[1]) < 0.5
assert abs(rejection_cost[2] / rejection_cost[0] - 1) < 0.1
print(f"heap: extra swaps of the fired key per doubling, M={SIZES[1]} to {SIZES[2]}: "
      f"{growth:.3f}")
print(f"comp-rej: cost ratio M={SIZES[2]} to M={SIZES[0]} "
      f"{rejection_cost[2] / rejection_cost[0]:.3f}")
print("all assertions hold")
```

Running it gives:

```
temperature 600 K, kT = 0.05170 eV
prefactor 1.0e+13 1/s, barrier 1.5 eV, attraction 0.1 eV
adsorption rate 1.0000 1/s
desorption rate, no neighbour  2.5151 1/s
desorption rate, one neighbour 0.3636 1/s
loser residuals: 51555 samples, largest |correlation| 0.0057
mean rate*residual of the two losers 0.9973, 0.9980
two clocks: scale factor a_old/a_new = 6.9177
two clocks: exact mean desorption time 1.0670 s
  residual rescaled 1.0679 s (std. error 0.0031 s)
  old time kept 0.3974 s; whole time rescaled 1.5431 s
static set: 1000 channels, barrier spread 0.3 eV, rate ratio 329.1
  linear, shuffled: predicted 493.79, counted 494.97 channels
  linear, descending: predicted 169.82, counted 171.07 channels
  continuum formula for descending order 169.82 channels
  comp-rej: 10 groups; inspected predicted 2.568, counted 2.579
  comp-rej trials: predicted 1.464, counted 1.462
six-site ring, empty at 0 s, observed at 2.0 s, 5000 runs per method
  exact P(0..5 particles): 0.0360 0.0760 0.1638 0.2577 0.2920 0.1745
  exact mean coverage 0.5362
  linear: mean coverage 0.5350, chi-square 5.71 (5 dof)
  tree: mean coverage 0.5381, chi-square 3.87 (5 dof)
  heap: mean coverage 0.5340, chi-square 2.52 (5 dof)
  comp-rej: mean coverage 0.5312, chi-square 9.48 (5 dof)
equilibrium coverage of a long ring 0.9057
linear, M=64, all rotations: (M+1)/2 = 32.50, counted 32.41 channels
steps per event: 4096 sites in all, 20 s after 5 s warm-up
  M=64 linear: select 32.95, update 2.59, sum 35.54, random numbers 2.00
    predicted from the visited states 33.15 channels, 9296 events
  M=64 tree: select 6.00, update 15.58, sum 21.58, random numbers 2.00
  M=64 heap: select 1.00, update 4.42, sum 5.42, random numbers 1.00
  M=64 comp-rej: select 3.99, update 3.65, sum 7.63, random numbers 3.69
  M=64 D = 2.577, unblocked fraction 0.180; heap swaps: fired 2.27, other 1.36
  M=512 linear: select 261.62, update 2.57, sum 264.20, random numbers 2.00
    predicted from the visited states 262.01 channels, 9209 events
  M=512 tree: select 9.00, update 23.18, sum 32.18, random numbers 2.00
  M=512 heap: select 1.00, update 7.51, sum 8.51, random numbers 1.00
  M=512 comp-rej: select 3.99, update 3.63, sum 7.63, random numbers 3.71
  M=512 D = 2.594, unblocked fraction 0.188; heap swaps: fired 4.70, other 1.76
  M=4096 linear: select 2040.55, update 2.58, sum 2043.13, random numbers 2.00
    predicted from the visited states 2031.51 channels, 8036 events
  M=4096 tree: select 12.00, update 31.22, sum 43.22, random numbers 2.00
  M=4096 heap: select 1.00, update 10.41, sum 11.41, random numbers 1.00
  M=4096 comp-rej: select 4.01, update 3.66, sum 7.66, random numbers 3.70
  M=4096 D = 2.607, unblocked fraction 0.159; heap swaps: fired 7.43, other 1.86
heap: extra swaps of the fired key per doubling, M=512 to 4096: 0.909
comp-rej: cost ratio M=4096 to M=64 1.004
all assertions hold
```
